\section*{Effective g values of a spin 5/2 with rhombic zero-field splitting}

\section*{The system}

An ion with spin $S=5/2$ and no orbital degeneracy is modelled here by the spin Hamiltonian
\begin{equation}
H=H_0+g_0\mu_B\,\mathbf B\cdot\mathbf S,\qquad
H_0=D\left[S_z^2-\tfrac13S(S+1)\right]+E\,(S_x^2-S_y^2).
\label{H}
\end{equation}
The spin angular momentum is $\hbar\mathbf S$, so $\mathbf S$ is dimensionless. In Gaussian units $\mu_B=e\hbar/(2mc)$ with $e>0$; the electron's magnetic moment is $-g_0\mu_B\mathbf S$, which gives the plus sign in the Zeeman term. Take $g_0=2$, isotropic, and $D>0$, and write $\lambda=E/D$.

The range $0\le\lambda\le1/3$ is sufficient. Since $S(S+1)=S_x^2+S_y^2+S_z^2$, $H_0=\sum_iD_iS_i^2$ with
\begin{equation}
D_x=-\tfrac13D+E,\qquad D_y=-\tfrac13D-E,\qquad D_z=\tfrac23D .
\label{Di}
\end{equation}
Naming the axes so that $|D_x|\le|D_y|\le|D_z|$ gives $E\ge0$ and $D/3+E\le2D/3$. Reversing the signs of $D$ and $E$ together reverses $H_0$: the eigenvectors stay the same and the energy order is inverted.

\section*{Part (a): structure and energies at zero field}

\textbf{Question.} Show that $H_0$ splits into two identical $3\times3$ blocks. Find the equation for the energies, and show that the doublets do not cross as $\lambda$ varies.

\textbf{Answer.} From $S_x=(S_++S_-)/2$ and $S_y=(S_+-S_-)/(2i)$,
\[
S_x^2-S_y^2=\tfrac12(S_+^2+S_-^2),
\]
which changes $m$ by $\pm2$. The states $|5/2\rangle,|1/2\rangle,|-3/2\rangle$ therefore decouple from $|-5/2\rangle,|-1/2\rangle,|3/2\rangle$.

The ladder rule $S_+|m\rangle=\sqrt{35/4-m(m+1)}\,|m+1\rangle$ has the factors $\sqrt5,\sqrt8,3,\sqrt8,\sqrt5$ for $m=-5/2,\dots,3/2$. Hence
\[
\tfrac E2\langle\tfrac52|S_+^2|\tfrac12\rangle=\tfrac E2\sqrt8\sqrt5=\sqrt{10}\,E,\qquad
\tfrac E2\langle\tfrac12|S_+^2|{-\tfrac32}\rangle=\tfrac E2\sqrt8\cdot3=3\sqrt2\,E .
\]
The diagonal elements are $D(m^2-35/12)$. The first block is
\begin{equation}
M=\begin{pmatrix}\frac{10}3D&\sqrt{10}E&0\\ \sqrt{10}E&-\frac83D&3\sqrt2E\\ 0&3\sqrt2E&-\frac23D\end{pmatrix}.
\label{M}
\end{equation}
The second block is the same matrix, because the diagonal depends on $m^2$ and the list of ladder factors is symmetric. Each energy thus belongs to a doublet with the same real amplitudes in both blocks:
\begin{align}
|+\rangle&=a|\tfrac52\rangle+b|\tfrac12\rangle+c|{-\tfrac32}\rangle,\nonumber\\
|-\rangle&=a|{-\tfrac52}\rangle+b|{-\tfrac12}\rangle+c|\tfrac32\rangle,\qquad a^2+b^2+c^2=1.
\label{states}
\end{align}

Expanding $\det(\varepsilon-M)=0$ gives
\[
(\varepsilon-\tfrac{10}3D)(\varepsilon+\tfrac83D)(\varepsilon+\tfrac23D)
-10E^2(\varepsilon+\tfrac23D)-18E^2(\varepsilon-\tfrac{10}3D)=0 .
\]
The triple product is $\varepsilon^3-\frac{28}3D^2\varepsilon-\frac{160}{27}D^3$. The other terms add up to $-28E^2\varepsilon+\frac{160}3DE^2$. Therefore
\begin{equation}
\varepsilon^3-p\,\varepsilon-q=0,\quad
p=\tfrac{28}3(D^2+3E^2),\quad q=\tfrac{160}{27}D(D^2-9E^2).
\label{cubic}
\end{equation}
The product of the squared differences of the roots is $4p^3-27q^2$. On the allowed range $4p^3\ge4(28/3)^3D^6\approx3252D^6$, while $27q^2\le(160^2/27)D^6\approx948D^6$. The product is positive, so no two roots meet. The names lowest, middle and top follow each doublet continuously from $\lambda=0$ to $\lambda=1/3$.

\section*{Part (b): from amplitudes to g values}

\textbf{Question.} For a field whose Zeeman energy is small against the gaps between doublets, express the principal g values through $a,b,c$. State which signs are physical.

\textbf{Answer.} To first order in $B$, the Zeeman term is projected on one doublet and matched to
\begin{equation}
H_{\rm eff}=\mu_B\sum_{i=x,y,z}g_iB_i s_i,\qquad s_i=\tfrac12\sigma_i ,
\label{Heff}
\end{equation}
apart from a constant.

The operator $S_z$ is diagonal in the doublet, with elements $\pm\frac12(5a^2+b^2-3c^2)$, to be matched to $\pm g_z/(2g_0)$. The operators $S_\pm$ change $m$ by one and so connect the two blocks. Acting on $|-\rangle$ and projecting on $\langle+|$,
\begin{align*}
P&\equiv\langle+|S_+|-\rangle=\sqrt5\,ca+3b^2+\sqrt5\,ac=3b^2+2\sqrt5\,ac,\\
Q&\equiv\langle+|S_-|-\rangle=\sqrt8\,cb+\sqrt8\,bc=4\sqrt2\,bc .
\end{align*}
Thus $\langle+|S_x|-\rangle=(P+Q)/2$ and $\langle+|S_y|-\rangle=-i(P-Q)/2$. The corresponding elements of $s_x$ and $s_y$ are $1/2$ and $-i/2$, so
\begin{align}
g_x&=g_0(3b^2+2\sqrt5\,ac+4\sqrt2\,bc),\nonumber\\
g_y&=g_0(3b^2+2\sqrt5\,ac-4\sqrt2\,bc),\label{g}\\
g_z&=g_0(5a^2+b^2-3c^2).\nonumber
\end{align}
The eigenvalues of \eqref{Heff} are $\pm\frac12\mu_B(\sum_ig_i^2B_i^2)^{1/2}$, so level splittings give the magnitudes $|g_i|$. A half turn of the effective spin about one of its axes flips the signs of the other two components. Individual signs are therefore conventional. The product is not: $\mathrm{Tr}(s_xs_ys_z)=i/4$, so the trace of the product of the three projected operators $g_0S_i=g_is_i$ is $ig_xg_yg_z/4$, and a trace is unchanged by any change of basis within the doublet. The sign of $g_xg_yg_z$ is therefore physical.

The signed values provide a check. The three vectors $(a,b,c)$ form an orthogonal matrix, so over the doublets $\sum a^2=\sum b^2=\sum c^2=1$ and $\sum ac=\sum bc=0$. Each component in \eqref{g} then sums to $3g_0=6$.

\section*{Part (c): the axial limit and its neighbourhood}

\textbf{Question.} Find the g values at $E=0$, then their changes through second order in $\lambda$.

\textbf{Answer.} At $E=0$ one amplitude is 1 and the others vanish. With $g_0=2$, equation \eqref{g} gives
\[
\begin{array}{lll}
\text{lowest}, & m=\pm\frac12: & (g_x,g_y,g_z)=(6,6,2),\\
\text{middle}, & m=\pm\frac32: & (0,0,-6),\\
\text{top}, & m=\pm\frac52: & (0,0,10).
\end{array}
\]
A transverse field changes $m$ by one. It couples $|1/2\rangle$ to $|-1/2\rangle$ directly, but not the partners of the other two doublets; this is why their transverse values vanish.

For small $\lambda$, the energies shift only at order $\lambda^2$, so the unperturbed energies suffice in the denominators below.

\emph{Lowest doublet.} The first and third rows of \eqref{M} give
\[
\frac ab=\frac{\sqrt{10}\lambda}{-\frac83-\frac{10}3}=-\frac{\sqrt{10}}6\lambda,\qquad
\frac cb=\frac{3\sqrt2\lambda}{-\frac83+\frac23}=-\frac{3\sqrt2}2\lambda .
\]
Normalization gives $b^2=1-(\frac5{18}+\frac92)\lambda^2=1-\frac{43}9\lambda^2$. Since $2\sqrt5\,ac=5\lambda^2$, we have $P=3-\frac{28}3\lambda^2$ and $Q=-12\lambda$. Also
\[
5a^2+b^2-3c^2=1+\left(\tfrac{25}{18}-\tfrac{43}9-\tfrac{27}2\right)\lambda^2=1-\tfrac{152}9\lambda^2 .
\]
Therefore
\begin{equation}
g_{x,y}=6\mp24\lambda-\tfrac{56}3\lambda^2,\qquad g_z=2-\tfrac{304}9\lambda^2 .
\label{low}
\end{equation}

\emph{Middle doublet.} Here $c\approx1$. The second row gives $b=3\sqrt2\lambda/(-\frac23+\frac83)=\frac{3\sqrt2}2\lambda$, and the first gives $a=\sqrt{10}\lambda b/(-4)=-\frac{3\sqrt5}4\lambda^2$. Then $P=(\frac{27}2-\frac{15}2)\lambda^2=6\lambda^2$ and $Q=12\lambda$. With $c^2=1-\frac92\lambda^2$,
\begin{equation}
g_{x,y}=\pm24\lambda+12\lambda^2,\qquad g_z=-6+36\lambda^2 .
\label{mid}
\end{equation}

\emph{Top doublet.} Here $a\approx1$, $b=\sqrt{10}\lambda/6$ and $c=3\sqrt2\lambda b/4=\frac{\sqrt5}4\lambda^2$. Thus $P=(\frac56+\frac52)\lambda^2=\frac{10}3\lambda^2$, while $Q$ is of order $\lambda^3$. With $a^2=1-\frac5{18}\lambda^2$,
\begin{equation}
g_{x,y}=\tfrac{20}3\lambda^2,\qquad g_z=10-\tfrac{20}9\lambda^2 .
\label{top}
\end{equation}
The corrections in \eqref{low}--\eqref{top} cancel in the sum over doublets, as required. At $\lambda=0.05$, equation \eqref{low} gives $g_x=4.753$; diagonalization gives $4.784$. The coefficient 24 makes the transverse values of the lowest and middle doublets sensitive to a small rhombic term; those of the top doublet change only at second order.

\section*{Part (d): full rhombicity}

\textbf{Question.} Find all g values at $\lambda=1/3$. Does any doublet become isotropic, and if so, from which axial doublet does it descend?

\textbf{Answer.} Equation \eqref{Di} gives $D_x=0$ and $D_z=-D_y=2D/3$, hence
\begin{equation}
H_0=\tfrac23D\,(S_z^2-S_y^2).
\label{rh}
\end{equation}
The axis $x$ is now singled out, so it is convenient to quantize along it. Put $z'=x$, $x'=y$, $y'=z$, which is a right-handed set. Then $H_0=E'(S_{x'}^2-S_{y'}^2)$ with $E'=-2D/3$ and no axial term. In the primed basis the block \eqref{M} has a zero diagonal and couplings $\sqrt{10}E'$ and $3\sqrt2E'$. Its energies are $0$ and $\pm\sqrt{28}\,|E'|=\pm\frac{4\sqrt7}3D$. Equation \eqref{g} holds in the primed frame, since it rests on the form \eqref{states} alone.

\emph{Middle doublet, $\varepsilon=0$.} The first row gives $b=0$ and the second gives $\sqrt5\,a+3c=0$, so $(a,b,c)=(3,0,-\sqrt5)/\sqrt{14}$. Then
\[
g_{z'}=g_0\frac{45-15}{14}=\frac{15}7g_0,\qquad
g_{x'}=g_{y'}=g_0\,2\sqrt5\,\frac{-3\sqrt5}{14}=-\frac{15}7g_0 .
\]
For $g_0=2$ all three magnitudes equal
\begin{equation}
|g_x|=|g_y|=|g_z|=\tfrac{30}7\approx4.286 .
\label{iso}
\end{equation}

\emph{Outer doublets.} For $\varepsilon=s\sqrt{28}\,E'$ with $s=\pm1$, the first and third rows give $a/b=s\sqrt{10/28}$ and $c/b=3s\sqrt{2/28}$. Normalized, $(a,b,c)=(\sqrt5,s\sqrt{14},3)/\sqrt{28}$. Hence
\[
g_{z'}=g_0\frac{25+14-27}{28}=\frac37g_0,\quad
P=\frac32+\frac{30}{28}=\frac{18}7,\quad
Q=\frac{12s}{\sqrt{28}}=\frac{6s}{\sqrt7}.
\]
Because $E'<0$, the lowest doublet has $s=+1$. Returning to the original axes with $g_0=2$,
\begin{align}
\text{lowest:}\quad(g_x,g_y,g_z)&=\left(\tfrac67,\ \tfrac{36}7+\tfrac{12}{\sqrt7},\ \tfrac{36}7-\tfrac{12}{\sqrt7}\right)\approx(0.857,\,9.678,\,0.607),\nonumber\\
\text{top:}\quad(g_x,g_y,g_z)&\approx(0.857,\,0.607,\,9.678).
\label{outer}
\end{align}

One doublet becomes isotropic: the middle one, which descends from $m=\pm3/2$ with magnitudes $(0,0,6)$. The doublet that starts at $(6,6,2)$ instead becomes strongly anisotropic, with its large value along $y$. Since the doublets do not cross, the values $(6,6,2)$ and $30/7$ are not two ends of one curve.

Symmetry accounts for part of \eqref{iso}. A quarter turn about $x$ exchanges $S_y^2$ and $S_z^2$ and so reverses \eqref{rh}. It maps the doublet at $\varepsilon=0$ onto itself, which forces $|g_y|=|g_z|$, and it exchanges the outer two. The equality with $|g_x|$ is not imposed by this rotation; it follows from the amplitudes.

Between the limits, the magnitudes are as follows.
\begin{center}
\begin{tabular}{cccc}
$\lambda$ & lowest $(x,y,z)$ & middle $(x,y,z)$ & top $(x,y,z)$\\
0.1 & 3.65, 8.03, 1.71 & 2.28, 2.09, 5.69 & 0.07, 0.06, 9.98\\
0.2 & 1.99, 9.11, 1.17 & 3.72, 3.35, 5.07 & 0.29, 0.24, 9.90\\
0.3 & 1.06, 9.59, 0.72 & 4.26, 4.09, 4.47 & 0.69, 0.50, 9.75
\end{tabular}
\end{center}
At $\lambda=0.3$ the middle doublet still has a spread of $0.38$ between its largest and smallest values, about 9\% of $30/7$.

\section*{Part (e): resonance fields and the weak-field condition}

\textbf{Question.} For $D=5.0\ \mathrm{cm^{-1}}$ and a microwave frequency of $9.5$ GHz, find the resonance fields of the lowest doublet at $\lambda=0.1$ and of the middle doublet at $\lambda=1/3$. How does the linear Zeeman law begin to fail?

\textbf{Answer.} These are round model parameters. The photon energy is $h\nu=0.31689\ \mathrm{cm^{-1}}$, and $\mu_B=4.6686\times10^{-5}\ \mathrm{cm^{-1}/G}$. Resonance within a doublet requires $h\nu=|g_i|\mu_BB$. For the isotropic doublet,
\[
B=\frac{0.31689}{4.2857\times4.6686\times10^{-5}}\ \mathrm G\approx1584\ \mathrm G
\quad(0.1584\ \mathrm T).
\]
For the lowest doublet at $\lambda=0.1$, the values $3.6515$, $8.0284$ and $1.7083$ give $1859$, $845$ and $3973$ G along $x$, $y$ and $z$.

The first correction follows from time reversal, which maps $H(\mathbf B)$ to $H(-\mathbf B)$ without changing the spectrum. Along a fixed direction with $g\ne0$, the two levels have opposite slopes at $B=0$, so reversing $B$ exchanges them: $\varepsilon_+(-B)=\varepsilon_-(B)$. The splitting $\varepsilon_+-\varepsilon_-$ is therefore odd in $B$, and its first departure from linearity is cubic. In the full six-level problem at $\lambda=0.1$, doubling $\mu_BB$ from $0.01D$ to $0.02D$ multiplies the departure for the lowest doublet by $7.99$, $8.01$ and $8.01$ along $x,y,z$, in agreement with $2^3=8$.

The cubic term arises from Zeeman coupling to the other doublets, so relative to the linear term it carries two extra powers of the Zeeman energy over the gap $\Delta$. At resonance $\mu_BB=h\nu/|g_i|$, so, when $|g_i|$ is not small against $g_0$, the relative correction should be of order $(g_0\mu_BB/\Delta)^2=(g_0/g_i)^2(h\nu/\Delta)^2$. At $\lambda=0.1$ the gap above the lowest doublet is $\Delta=13.843-2.907=10.936\ \mathrm{cm^{-1}}$, which gives $(h\nu/\Delta)^2=8.4\times10^{-4}$ and estimates of $0.025\%$, $0.005\%$ and $0.115\%$ along $x$, $y$ and $z$. The full Hamiltonian raises the three fields by $0.028\%$, $0.007\%$ and $0.075\%$ of their linear values, each within a factor of two of its estimate. The estimate ignores matrix elements and is only a rough scale: at the same $\lambda$ the shift of the middle doublet along $y$ is $0.43\%$, about $5.6$ times its estimate, while that of the top doublet along $z$ is about $200$ times smaller than its estimate. The shifts grow roughly as $1/D^2$; for $D=1\ \mathrm{cm^{-1}}$ those of the lowest doublet are $0.69\%$, $0.18\%$ and $2.2\%$.

At $\lambda=1/3$ the corresponding shifts are $0.014\%$ along $x$ and $0.008\%$ along $y$ and $z$. The isotropy in \eqref{iso} is thus a property of the linear Zeeman term, and the cubic term already distinguishes $x$. The fields along $y$ and $z$ remain equal because the quarter turn, combined with time reversal, relates the two spectra by an overall sign.

The linear law fails when $h\nu$ approaches the gaps between doublets, and much earlier when $g$ is small, because the cubic term need not be small together with $g$. For the top doublet a transverse field must bridge $\Delta m=5$: one Zeeman step and two rhombic steps give the linear term, of order $\lambda^2$, while three Zeeman steps and one rhombic step give a cubic term of order $\lambda$. At $\lambda=0.1$, $g_x=0.070$ would require $\mu_BB=0.31689/0.070\approx4.5\ \mathrm{cm^{-1}}$. The splitting along $x$ is already $10\%$ off the linear law at $\mu_BB\approx0.62\ \mathrm{cm^{-1}}$, where $g_0\mu_BB$ is only $6\%$ of the gap of $19.7\ \mathrm{cm^{-1}}$ below the doublet, and the six-level Hamiltonian puts the resonance at $\mu_BB\approx2.07\ \mathrm{cm^{-1}}$. In such cases the full Hamiltonian must be diagonalized. The results also presuppose the model \eqref{H}: terms of fourth order in the spin, or an anisotropic $g_0$, would change them. A different isotropic $g_0$ rescales every $g$ value in proportion; the free-electron value $2.0023$ turns $30/7$ into $4.291$.

\section*{Table of computed values}
\begin{verbatim}
inputs: g0 = 2.0, D = 5.0 cm^-1, nu = 9.5 GHz
photon energy = 0.31689 cm^-1; muB = 4.668645e-05 cm^-1/G
signed g values (dimensionless): E/D, doublet, gx, gy, gz
  0.0000 lowest   6.0000   6.0000   2.0000
  0.0000 middle   0.0000   0.0000  -6.0000
  0.0000 top      0.0000   0.0000  10.0000
  0.0500 lowest   4.7844   7.1260   1.9188
  0.0500 middle   1.1985  -1.1422  -5.9132
  0.0500 top      0.0171   0.0162   9.9944
  0.1000 lowest   3.6515   8.0284   1.7083
  0.1000 middle   2.2785  -2.0918  -5.6854
  0.1000 top      0.0700   0.0633   9.9771
  0.2000 lowest   1.9877   9.1132   1.1662
  0.2000 middle   3.7192  -3.3526  -5.0672
  0.2000 top      0.2931   0.2394   9.9010
  0.3000 lowest   1.0579   9.5892   0.7211
  0.3000 middle   4.2555  -4.0935  -4.4713
  0.3000 top      0.6865   0.5043   9.7502
  0.3333 lowest   0.8571   9.6784   0.6073
  0.3333 middle   4.2857  -4.2857  -4.2857
  0.3333 top      0.8571   0.6073   9.6784
30/7 = 4.285714; 6/7 = 0.857143
36/7 + 12/sqrt7 = 9.678431; 36/7 - 12/sqrt7 = 0.607283
isotropic value with free-electron g0 = 2.002319: 4.290684
smallest gap between doublets, 0 <= E/D <= 1/3: 2.0000 D
energies at E/D = 0.1000: -13.8434, -2.9070, 16.7504 cm^-1
energies at E/D = 0.3333: -17.6383, 0.0000, 17.6383 cm^-1
resonance fields: E/D, doublet, axis, linear (G), full (G), shift (%)
  0.1000 lowest x   1858.85   1859.36   0.0279
  0.1000 lowest y    845.44    845.50   0.0072
  0.1000 lowest z   3973.38   3976.35   0.0748
  0.3333 middle x   1583.76   1583.98   0.0138
  0.3333 middle y   1583.76   1583.88   0.0078
  0.3333 middle z   1583.76   1583.88   0.0078
splitting departure ratio on doubling B (x, y, z): 7.989, 8.008, 8.006
\end{verbatim}
